# The highest occupied Kohn-Sham eigenvalue from the density's decay

## The decision

A Kohn-Sham calculation on a finite system has finished, and the ionization energy is wanted. One can read it from the highest occupied eigenvalue, or compute the ion as well and subtract total energies. The first road costs nothing, but it needs a reason why an orbital energy should equal a difference of many-electron energies, and it needs to know where the zero of the potential lies.

For the exact Kohn-Sham potential $v_s$, with $v_s\to0$ at infinity, the reason is

$$\varepsilon_H=-I,\qquad I=E_0^{N-1}-E_N>0 .$$

Here $\varepsilon_H$ is the highest occupied eigenvalue, $E_N$ the ground energy of $N$ electrons and $E_0^{N-1}$ that of the ion, with the nuclei fixed. The interacting system and the Kohn-Sham system have the same density $n$. Each fixes how fast $n$ decays, one through $I$ and the other through $\varepsilon_H$. Hartree atomic units are used throughout.

The argument is asymptotic: it assumes that the tails are regular enough for leading terms to be compared. The ground state is taken as nondegenerate, and so is the ion's, apart from spin.

## Stage 1: one electron

For $N=1$ there is no electron repulsion, so $v_s=v_{\rm ext}$ and $n=|\varphi|^2$. The ion has no electrons and energy zero, hence $I=0-\varepsilon$. The theorem holds at once; what we need from this case is the link between energy and decay.

Let the potential $v$ be spherical and vanish at infinity. Write the radial part of the orbital as $u(r)/r$, which turns the Schrödinger equation into

$$u''=g\,u,\qquad g(r)=\kappa^2+2v(r)+\frac{l(l+1)}{r^2},\qquad \kappa=\sqrt{-2\varepsilon}.$$

The logarithmic slope $y=u'/u$ obeys $y'=u''/u-(u'/u)^2=g-y^2$. Since $g\to\kappa^2$, for any small $\delta>0$ there is a radius beyond which $(\kappa-\delta)^2<g<(\kappa+\delta)^2$. Beyond it:

- If $y$ ever exceeds $-(\kappa-\delta)$, then $y'>0$ as long as $|y|<\kappa-\delta$. The slope rises until it is positive, and $u$ grows.
- If $y$ ever falls below $-(\kappa+\delta)$, then $y'<0$ and $y$ runs to $-\infty$ at a finite distance, where $u$ crosses zero. After the crossing $u''$ has the sign of $u$, so $|u|$ grows.

A bound orbital does neither, so $y$ stays between $-(\kappa+\delta)$ and $-(\kappa-\delta)$. As $\delta$ is arbitrary, $y\to-\kappa$. It is therefore useful to define the decay rate of a density as

$$\kappa[n]=-\lim_{r\to\infty}\frac{\ln n(r)}{2r},$$

which equals $\sqrt{-2\varepsilon}$ here. A factor $r^p$ in $n$ adds $-p\ln r/(2r)\to0$ and leaves the rate alone.

**The Coulomb limit.** A tail $v=-Q/r$ is long-ranged, so it deserves a closer look. Insert $y=-\kappa+b/r+c/r^2$ into $y'+y^2=g$ and compare powers:

$$\frac1r:\; -2\kappa b=-2Q\;\Rightarrow\; b=\frac Q\kappa,$$

$$\frac1{r^2}:\; -b+b^2-2\kappa c=l(l+1)\;\Rightarrow\; c=\frac{b^2-b-l(l+1)}{2\kappa}.$$

Integrating $y=u'/u$ gives $u\sim r^{Q/\kappa}e^{-\kappa r}$, and division by $r$ and squaring give

$$n\sim r^{2(Q/\kappa-1)}e^{-2\kappa r}.$$

The charge $Q$ changes the power and not the rate; $l$ enters the slope later still.

Take $\kappa=0.80$, $Q=1$ and $r=40$ bohr. The first two terms give $-0.80+1/(0.80\times40)=-0.76875$ per bohr. Direct inward integration gives $-0.76863$ for $l=0$ and $-0.76941$ for $l=1$. The differences are the next term: $c=0.195$ gives $c/r^2=+0.00012$, and $c=-1.055$ gives $-0.00066$.

## Stage 2: $N$ interacting electrons

Let $\Psi$ be the $N$-electron ground state and $\Psi_k$ the states of the ion, continuum included, with energies $E_k^{N-1}$. Let $x_1$ stand for position $\mathbf r$ and spin of electron 1. Define the removal amplitudes

$$f_k(x_1)=\sqrt N\,\langle\Psi_k(2,\dots,N)|\Psi(x_1,2,\dots,N)\rangle ,$$

where the bracket integrates over electrons 2 to $N$. The ion states are complete, so

$$\Psi(x_1,2,\dots,N)=\frac1{\sqrt N}\sum_k f_k(x_1)\,\Psi_k(2,\dots,N).$$

The density is $N$ times the integral of $|\Psi|^2$ over electrons 2 to $N$ and the spin of electron 1. Orthonormality of the $\Psi_k$ removes the cross terms, and $N$ cancels $(1/\sqrt N)^2$:

$$n(\mathbf r)=\sum_k|f_k(\mathbf r)|^2 ,$$

with the spin sum understood.

To find an equation for $f_k$, split the Hamiltonian into electron 1, the ion and the repulsion between them:

$$\hat H_N=-\tfrac12\nabla_1^2+v_{\rm ext}(\mathbf r_1)+\hat H_{N-1}+\sum_{j=2}^N\frac1{|\mathbf r_1-\mathbf r_j|}.$$

Project $\hat H_N\Psi=E_N\Psi$ on $\sqrt N\langle\Psi_k|$. The one-electron terms act on $f_k$. The ion Hamiltonian acts to the left and gives $E_k^{N-1}f_k$. In the repulsion, insert the expansion of $\Psi$; the factors $\sqrt N$ and $1/\sqrt N$ cancel. Moving $E_Nf_k$ to the left and the repulsion to the right gives

$$\left(-\tfrac12\nabla^2+v_{\rm ext}+I_k\right)f_k=-\sum_m W_{km}f_m,\qquad I_k=E_k^{N-1}-E_N,$$

$$W_{km}(\mathbf r)=\Big\langle\Psi_k\Big|\sum_{j=2}^N\frac1{|\mathbf r-\mathbf r_j|}\Big|\Psi_m\Big\rangle .$$

The total-energy difference now stands where an orbital equation has $-\varepsilon$. The smallest of these is $I_0=I$.

**The limit of no repulsion.** If $W=0$, $\Psi$ is a determinant of orbitals $\varphi_i$ and $E_N=\sum_i\varepsilon_i$. Removing orbital $i$ leaves an ion with energy $E_N-\varepsilon_i$, so $I_i=-\varepsilon_i$ and $f_i=\pm\varphi_i$. The equation above becomes the orbital equation, and the smallest removal energy belongs to the highest orbital, as it should.

## Stage 3: the tail of the interacting density

Far from the ion, $1/|\mathbf r-\mathbf r_j|=1/r+\hat{\mathbf r}\cdot\mathbf r_j/r^2+\dots$. The first term is a constant for the ion electrons, so orthogonality makes it diagonal:

$$W_{km}=\frac{N-1}{r}\,\delta_{km}+\frac{D_{km}}{r^2}+\dots,\qquad D_{km}=\Big\langle\Psi_k\Big|\sum_{j=2}^N\hat{\mathbf r}\cdot\mathbf r_j\Big|\Psi_m\Big\rangle .$$

With total nuclear charge $Z$, $v_{\rm ext}\to-Z/r$. The leading amplitude then feels $-Z/r+(N-1)/r=-Q/r$ with $Q=Z-N+1$, the charge of the ion. The diagonal term $D_{00}/r^2$ enters the slope only at order $1/r^2$, as $l$ did. The coupling back from the other channels, $\sum_{k\ne0}W_{0k}f_k$, is of order $r^{-4}$ relative to $f_0$, because $f_k/f_0\sim r^{-2}$ as found below. Neither changes the rate or the power. Stage 1 then applies with $-\varepsilon$ replaced by $I$; for non-spherical systems I assume the same form along directions where $f_0$ does not vanish:

$$|f_0|^2\sim r^{2(Q/\kappa-1)}e^{-2\kappa r},\qquad \kappa=\sqrt{2I}.$$

It remains to see whether another channel can outlast $f_0$. Left alone, $f_k$ would decay at its own faster rate $\sqrt{2I_k}$. But it is driven by $f_0$ through $W_{k0}$. Set $f_k=g_kf_0$ and keep the exponential of $f_0$, so that $f_0'=-\kappa f_0$ and $f_0''=\kappa^2f_0$:

$$-\tfrac12\left(g_k''-2\kappa g_k'+\kappa^2g_k\right)+I_kg_k=-W_{k0}.$$

Since $\kappa^2/2=I_0$,

$$(I_k-I_0)\,g_k+\kappa g_k'-\tfrac12g_k''=-W_{k0}.$$

The common $-Q/r$ has been dropped: it acts alike on both channels and cancels at leading order. For a source falling as a power of $r$, each derivative costs a factor $1/r$, so

$$\frac{f_k}{f_0}\simeq-\frac{W_{k0}}{I_k-I_0}\simeq-\frac{D_{k0}}{(I_k-I_0)\,r^2}.$$

With Coulomb forces, an excited channel with a dipole coupling thus inherits the exponential of the ground channel. It is smaller by a power of $r$, not by an exponential.

The density still follows $f_0$. Let $\Delta$ be the gap from the ion's ground level to its next one. Using completeness for the sum over $k$, the dipole-driven channels add, relative to $|f_0|^2$, at most

$$\frac1{r^4}\sum_{k\ne0}\frac{|D_{k0}|^2}{(I_k-I_0)^2}\le\frac1{\Delta^2r^4}\Big\langle\Psi_0\Big|\Big(\sum_{j=2}^N\hat{\mathbf r}\cdot\mathbf r_j\Big)^2\Big|\Psi_0\Big\rangle\to0$$

at leading order in $1/r$. At a finite distance the derivative term $\kappa g_k'\simeq-2\kappa g_k/r$ enlarges each $|g_k|$, so the share can lie above this expression; it still vanishes as $r^{-4}$. Hence $\kappa[n]=\sqrt{2I}$.

**A driven channel solved directly.** Prescribe $f_0=e^{-\kappa r}$, leave out the $-Q/r$ term and the coupling back to $f_0$, and take $I_0=0.125$ and $I_1=1.125$ hartree, $W_{10}=d/r^2$ with $d=1$ hartree bohr², and $r=60$ bohr. The formula gives $f_1/f_0=-1/3600=-2.78\times10^{-4}$, and solving the differential equation gives $-2.83\times10^{-4}$. The excess of 1.8% relative to the formula is mostly the derivative term: $g'=-2g/r$ changes the result by $2\kappa/[r(I_1-I_0)]=1/60$, or 1.7%. Two uncoupled exponentials would have had a ratio of only $9\times10^{-27}$.

## Stage 4: the Kohn-Sham tail and the match

The Kohn-Sham orbitals obey

$$\left(-\tfrac12\nabla^2+v_s\right)\varphi_i=\varepsilon_i\varphi_i,\qquad n=\sum_{i\,\rm occ}|\varphi_i|^2 .$$

One local potential serves all orbitals and nothing couples them. For spherical $v_s\to0$ and $\varepsilon_i<0$, Stage 1 gives orbital $i$ the rate $\kappa_i=\sqrt{-2\varepsilon_i}$. For other shapes I assume the same rate along directions where the orbital does not vanish. A lower orbital is suppressed relative to the highest one by $e^{-2(\kappa_i-\kappa_H)r}$, up to powers of $r$, so $\kappa[n]=\sqrt{-2\varepsilon_H}$.

Both results describe the same function $n$. Therefore

$$\sqrt{-2\varepsilon_H}=\sqrt{2I}\quad\Rightarrow\quad\boxed{\varepsilon_H=-I}.$$

**A second match.** The powers of $r$ must agree too. If $v_s$ has a tail $-q/r$, Stage 1 gives the Kohn-Sham density the power $2(q/\kappa-1)$, and comparison with Stage 3 gives $q=Q=Z-N+1$. For a neutral system the exact potential then falls as $-1/r$.

**A shifted zero.** If $v_s\to c$, the tail depends on $c-\varepsilon_H$, and the match reads $\varepsilon_H=c-I$. An eigenvalue taken from a calculation with another zero must first be referred to the potential far outside the system.

## Stage 5: two electrons, everything computed

The smallest case with two different occupied orbitals is a pair of electrons with parallel spins. Put them in one dimension, in the well $-2e^{-(x/2)^2}$, with repulsion $e^{-[(x-x')/1.5]^2}$, energies in hartree and lengths in bohr. All states and the Kohn-Sham system are kept in this spin sector. Both forces are short-ranged, so the power of $r$ is absent and $v_s$ should reach a flat plateau. The grid has spacing 0.15 bohr and hard walls at $\pm12$ bohr; the numbers belong to this grid model.

The total energies are $E_0^{1}=-1.54770$ and $E_2=-2.03067$ hartree, so

$$I=-1.54770+2.03067=0.48297\ \text{hartree},\qquad\sqrt{2I}=0.9828\ \text{bohr}^{-1}.$$

The Kohn-Sham potential is then found from the density alone, without using $I$. Its zero is set by its mean over $9<|x|<11$ bohr. The highest occupied eigenvalue comes out as

$$\varepsilon_H=-0.48292\ \text{hartree},$$

which differs from $-I$ by $5\times10^{-5}$ hartree, about 0.01% of $I$. The second level of the bare well is $-0.75071$ hartree, so the agreement is not inherited from $v_{\rm ext}$.

The approach to the asymptotic region can be followed in the density:

| $x$ (bohr) | rate $-n'/(2n)$ (1/bohr) | share of $f_0$ | share of $\varphi_H$ |
|---|---|---|---|
| 1.5 | 0.4234 | 0.70080 | 0.72002 |
| 4.5 | 0.9852 | 0.98624 | 0.98387 |
| 6.0 | 0.9832 | 0.99776 | 0.99615 |
| 7.5 | 0.9824 | 0.99964 | 0.99909 |

The rate at 7.5 bohr gives $0.9824^2/2=0.4826$ hartree for the ionization energy, 0.1% of $I$ below it. This closeness is partly a cancellation. On a grid of spacing $h$ a free tail $e^{-\kappa_hx}$ obeys $(\cosh\kappa_hh-1)/h^2=I$, so $\kappa_h=0.9819$ per bohr rather than 0.9828, and $\kappa_h^2/2=0.4821$ hartree is 0.2% below $I$. The wall makes $f_0\propto\sinh[\kappa_h(12-x)]$, which raises the rate at 7.5 bohr by $2\kappa_he^{-9\kappa_h}=0.0003$. The share 0.00036 outside $f_0$, which decays with an extra exponent of about 1.23 per bohr (below), adds $0.00036\times1.23/2=0.0002$. The sum is 0.9824.

The missing shares show the difference between the two descriptions. Between 6.0 and 7.5 bohr the part not in $f_0$ falls from 0.00224 to 0.00036, an exponent of $\ln(0.00224/0.00036)/1.5=1.22$ per bohr from these rounded shares, and 1.23 from the unrounded ones. The first excited ion has $I_1=1.27996$ hartree, and $2(\sqrt{2I_1}-\sqrt{2I})=1.23$. Here the excited channel decays at its own rate, in contrast to the Coulomb case of Stage 3. The reason is that the Gaussian repulsion makes $W_{10}$ approach, far out, the decay of the product of the two ion orbitals, $e^{-(1.76+1.23)x}$; between 6.0 and 7.5 bohr its exponent is still slightly smaller. This is much faster than $e^{-(\sqrt{2I_1}-\sqrt{2I})x}=e^{-0.62x}$, so the driven part dies first.

The part not in $\varphi_H$ falls from 0.00385 to 0.00091, an exponent of 0.96. The lower Kohn-Sham eigenvalue is $-1.07432$ hartree, which predicts $2(1.4658-0.9828)=0.97$. This eigenvalue is 0.206 hartree away from $-I_1$. The matching argument does not fix it, because its orbital is hidden beneath the leading tail.

**Why $v_s$ is slightly attractive far out.** At 7.5 bohr $v_{\rm ext}$ is negligible, yet $v_s=-0.00025$ hartree. Let $a$ be the share of $n$ not in $\varphi_H$ and $b$ the share not in $f_0$. To first order $\varphi_H=f_0(1+\eta)$ with $\eta=(b-a)/2$. Since $f_0$ decays freely there, the orbital equation gives

$$v_s=\varepsilon_H+\frac{\varphi_H''}{2\varphi_H}\simeq\varepsilon_H+I+\tfrac12\eta''-\kappa\eta'.$$

A part of $\eta$ falling as $e^{-\gamma x}$ contributes $(\gamma^2/2+\kappa\gamma)$ times itself. With $\gamma=0.97$ for $a$ and $1.23$ for $b$, these factors are about 1.42 and 1.97, and

$$-1.42\times\frac{0.00091}{2}+1.97\times\frac{0.00036}{2}\approx-0.0003\ \text{hartree}.$$

This has the sign and size found. The same estimate carried out to 10 bohr leaves about $-4\times10^{-5}$ hartree. Calling the mean there zero raises every eigenvalue by that much, which accounts for most of the $5\times10^{-5}$ hartree between $\varepsilon_H$ and $-I$.

## Where the reading fails

**Approximate functionals.** An approximate Kohn-Sham density still decays at the rate set by its own $\varepsilon_H$, measured from the value its potential takes far away. It is not the density of the interacting system, however, so Stage 3 does not apply to it, and nothing in this argument ties $\varepsilon_H$ to a total-energy difference. In such a calculation the subtraction of total energies is a separate estimate of $I$, and the gap between the two is information about the functional.

**An inaccessible ion state.** If $f_0=0$, the slowest channel is missing. This happens when the ion's ground state differs in total spin from $\Psi$ by more than $\tfrac12$, since removing one electron cannot bridge the difference. The lowest accessible $I_k$ then takes the place of $I$.

**Nodal directions.** On a plane where $\varphi_H$ vanishes, the Kohn-Sham density is carried by lower orbitals and would decay faster if $v_s\to0$ along that plane too. With Coulomb forces the interacting density need not do so. Take $f_0\propto\cos\theta$, which vanishes on the plane, and $W_{k0}=d\cos\theta/r^2$. The source is proportional to $\cos^2\theta=(1+2P_2)/3$, and its $l=2$ part sees $I_k-I_0+3/r^2$ in place of $I_k-I_0$. On the plane, where $P_2=-\tfrac12$, the two parts fail to cancel and leave $f_k\simeq-d/[(I_k-I_0)^2r^4]$ times the radial part of $f_0$. The rate there is still $\sqrt{2I}$, so in such a case the exact $v_s$ cannot both vanish along the plane and keep $\varphi_H$ zero on it. The comparison must be made off such planes, and $v_s\to0$ is needed in the direction used.

**Unbound or extended systems.** The argument needs $I>0$ and a region outside the system where the density decays. An infinite crystal has no such region, and its eigenvalues have no vacuum level to refer to until a surface is introduced.

The full set of values is in the numerical output.

## Numbers as computed

```
well depth 2.00 hartree, width 2.00 bohr
repulsion height 1.00 hartree, width 1.50 bohr
walls at +-12.0 bohr, grid spacing 0.15 bohr
one-electron ground energy E(1) = -1.54770 hartree
one-electron first excited energy = -0.75071 hartree
two-electron energy E(2) = -2.03067 hartree
ionization energy I = 0.48297 hartree
removal energy to excited ion = 1.27996 hartree
norm of leading removal amplitude = 0.98473
residual of its equation = 4.1e-14 (atomic units)
largest mismatch in ln n after inversion = 4.5e-12
spread of v_s for 9<|x|<11 bohr = 6.6e-05 hartree
highest occupied KS eigenvalue = -0.48292 hartree
KS eigenvalue + I = 4.6e-05 hartree
lower KS eigenvalue = -1.07432 hartree
lower KS eigenvalue + second removal energy = 0.20564 hartree
sqrt(2I) = 0.98282 1/bohr
x (bohr), n (1/bohr), rate -n'/(2n) (1/bohr), ion share, KS share:
  1.5  3.900e-01  0.4234  0.70080  0.72002
  3.0  4.290e-02  0.9244  0.92684  0.93399
  4.5  2.342e-03  0.9852  0.98624  0.98387
  6.0  1.221e-04  0.9832  0.99776  0.99615
  7.5  6.406e-06  0.9824  0.99964  0.99909
I from the rate at 7.5 bohr = 0.4826 hartree
x (bohr), v_ext (hartree), v_s (hartree):
  0.0  -2.00000  -1.32958
  1.5  -1.13957  -0.90628
  3.0  -0.21080  -0.16323
  4.5  -0.01266  -0.00916
  6.0  -0.00025  -0.00069
  7.5  -0.00000  -0.00025
Coulomb tail: kappa = 0.80 1/bohr, Q = 1.0, r = 40 bohr
  u'/u integrated, l=0: -0.76863 1/bohr
  u'/u integrated, l=1: -0.76941 1/bohr
  u'/u from formula: -0.76875 1/bohr
coupled channels: I_0 = 0.125, I_1 = 1.125 hartree, r = 60 bohr
  coupling d/r^2 with d = 1.0 hartree bohr^2
  f_1/f_0 solved: -2.8278e-04
  f_1/f_0 from formula: -2.7778e-04
  ratio of the uncoupled exponentials: 8.8e-27
```
